# Why a diffuse wire wall may emit the equilibrium distribution: a program that tests the result

```python
"""
Result under test: in a straight wire of an isotropic metal, a fully diffuse
wall that conserves electrons at each energy emits the equilibrium
distribution f0, to first order in the axial field.

Symbols: f = f0 + (-df0/dE) * Phi, with Phi the deviation in energy units.
  v.grad(Phi) + (Phi - shell average of Phi)/tau = force * v_z
  wall shift = the value of Phi for electrons leaving a wall point
  width = side of the square wire; path = bulk mean free path
  G/G0  = conductance divided by its value without wall scattering
The transport solver uses path = tau = force = Fermi speed = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.stats import qmc


def gauss(low, high, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (high - low) * x + 0.5 * (high + low), 0.5 * (high - low) * w


def solve_wire(width, stretch, shear, n=12, n_polar=8, n_azimuth=16):
    """Solve the conserving transport problem with wall shifts left free.

    Band velocities: v_x = u_x, v_y = u_y, v_z = stretch*u_z + shear*u_x,
    with u uniform on the unit sphere (an ellipsoidal energy surface).
    Unknowns: shell average in each cell, then shifts on the left, right,
    bottom and top walls. Every deviation is kept as a linear function of
    these unknowns; the last column is the part driven by the field.
    """
    cells = n * n
    unknowns = cells + 4 * n
    h = width / n
    transfer = np.zeros((unknowns, unknowns + 1))
    emitted = np.zeros(unknowns)
    current = np.zeros(unknowns + 1)
    bulk_current = 0.0
    cosines, weights = np.polynomial.legendre.leggauss(n_polar)
    azimuths = (np.arange(n_azimuth) + 0.5) * 2 * np.pi / n_azimuth
    for cosine, weight in zip(cosines, weights):
        for azimuth in azimuths:
            w = weight / (2 * n_azimuth)
            vx = np.sqrt(1 - cosine**2) * np.cos(azimuth)
            vy = np.sqrt(1 - cosine**2) * np.sin(azimuth)
            vz = stretch * cosine + shear * vx
            bulk_current += w * vz**2
            left, right = cells, cells + n
            bottom, top = cells + 2 * n, cells + 3 * n
            from_x, to_x = (left, right) if vx > 0 else (right, left)
            from_y, to_y = (bottom, top) if vy > 0 else (top, bottom)
            columns = range(n) if vx > 0 else range(n - 1, -1, -1)
            rows = range(n) if vy > 0 else range(n - 1, -1, -1)
            a, b = 2 * abs(vx) / h, 2 * abs(vy) / h
            face_x = np.zeros((n, unknowns + 1))
            face_x[np.arange(n), from_x + np.arange(n)] = 1.0
            for i in columns:
                face_y = np.zeros(unknowns + 1)
                face_y[from_y + i] = 1.0
                for j in rows:
                    center = a * face_x[j] + b * face_y
                    center[i * n + j] += 1.0
                    center[-1] += vz
                    center /= a + b + 1.0
                    face_x[j] = 2 * center - face_x[j]
                    face_y = 2 * center - face_y
                    transfer[i * n + j] += w * center
                    current += w * vz * center / cells
                transfer[to_y + i] += w * abs(vy) * face_y
            transfer[to_x:to_x + n] += w * abs(vx) * face_x
            emitted[from_x:from_x + n] += w * abs(vx)
            emitted[from_y:from_y + n] += w * abs(vy)
    transfer[cells:] /= emitted[cells:, None]
    matrix = np.eye(unknowns) - transfer[:, :-1]
    driven = transfer[:, -1]
    solution = np.linalg.lstsq(matrix, driven, rcond=1e-10)[0]
    return {
        "averages": solution[:cells],
        "shifts": solution[cells:],
        "left": solution[cells:cells + n],
        "right": solution[cells + n:cells + 2 * n],
        "unbalanced": driven[cells:],
        "free": (current[:-1] @ solution + current[-1]) / bulk_current,
        "imposed": current[-1] / bulk_current,
        "singular": np.linalg.svd(matrix, compute_uv=False),
    }


def chord_ratio(width, path):
    """G/G0 from the path solution, using the distribution of chord lengths."""
    phi, w_phi = gauss(0, np.pi / 4, 24)
    theta, w_theta = gauss(0, np.pi / 2, 48)
    q, w_q = gauss(0, 1, 48)
    P, T, Q = np.meshgrid(phi, theta, q, indexing="ij")
    reach = path * np.sin(T)
    q_max = 1 - np.exp(-width / (np.cos(P) * reach))
    t = -reach * np.log1p(-q_max * Q)
    inside = (1 - t * np.cos(P) / width) * (1 - t * np.sin(P) / width)
    integrand = np.sin(T) * np.cos(T)**2 * q_max * inside
    total = np.einsum("i,j,k,ijk->", w_phi, w_theta, w_q, integrand)
    return 3 / (4 * np.pi) * 8 * 2 * total


def sampled_ratio(width, path, specular):
    """G/G0 by sampling positions and directions; mirror paths are unfolded."""
    sample = qmc.Sobol(4, seed=1).random_base2(15)
    x, y = width * sample[:, 0], width * sample[:, 1]
    phi, mu = 0.5 * np.pi * sample[:, 2], sample[:, 3]
    k = width * np.arange(20)
    hits = np.concatenate([(x[:, None] + k) / np.cos(phi)[:, None],
                           (y[:, None] + k) / np.sin(phi)[:, None]], axis=1)
    hits.sort(axis=1)
    reach = path * np.sqrt(1 - mu**2)
    chance = (1 - specular) * specular ** np.arange(hits.shape[1])
    loss = np.exp(-hits / reach[:, None]) @ chance
    return np.mean(3 * mu**2 * (1 - loss))


def wall_arrivals(width, path, theta_low, theta_high):
    """Wall-averaged arrivals for a range of angles to the axis.

    Returns the number flux in units of (density of states * Fermi speed *
    force * path), and the share of the field's momentum given to the walls.
    """
    theta, w_theta = gauss(theta_low, theta_high, 32)
    count = 90
    phi = (np.arange(count) + 0.5) * 0.5 * np.pi / count
    y = (np.arange(count) + 0.5) * width / count
    T, P, Y = np.meshgrid(theta, phi, y, indexing="ij")
    s = np.minimum(width / np.cos(P), Y / np.sin(P))
    buildup = 1 - np.exp(-s / (path * np.sin(T)))
    base = np.sin(T)**2 * np.cos(P) * np.cos(T) * buildup
    cell = 2 * (0.5 * np.pi / count) / count / (4 * np.pi)
    number = cell * np.einsum("i,ijk->", w_theta, base)
    momentum = cell * np.einsum("i,ijk->", w_theta, base * np.cos(T))
    return number, 12 * path / width * momentum


# Example inputs: rough, round values for a narrow line of a good conductor
side_nm, path_nm, fermi_eV, temperature = 20.0, 30.0, 7.0, 370.0
current_MA_cm2 = 1.0
tilt = 0.1
specular_trial = 0.5
grain_nm, grain_reflection = 20.0, 0.3
scaled_width = side_nm / path_nm

# Wall shifts are unknowns here; nothing sets them to zero in advance
isotropic = solve_wire(scaled_width, 1.0, 0.0)
upright = solve_wire(scaled_width, 0.7, 0.0)
tilted = solve_wire(scaled_width, 1.0, tilt)
for case in (isotropic, upright):
    assert np.max(np.abs(case["shifts"])) < 1e-10
    assert np.max(np.abs(case["averages"])) < 1e-10
    assert abs(case["free"] - case["imposed"]) < 1e-10
# Only one source-free solution exists: a uniform chemical-potential shift
assert isotropic["singular"][-1] < 1e-12
assert isotropic["singular"][-2] > 1e-6
# Without the mirror symmetry the original f0 does not conserve electrons,
# and the conserving solution builds a transverse potential difference
assert np.max(np.abs(tilted["unbalanced"])) > 1e-3
tilt_step = np.mean(tilted["right"] - tilted["left"])
assert np.allclose(tilted["right"] - tilted["left"],
                   tilt * scaled_width, atol=1e-8)

# Conductance by three roads
ratio = chord_ratio(side_nm, path_nm)
sampled = sampled_ratio(side_nm, path_nm, 0.0)
assert abs(sampled - ratio) < 2e-3          # sampling error
assert abs(isotropic["free"] / ratio - 1) < 0.02   # coarse solver grid

# At the wall the number flux cancels, the axial momentum flux does not
number_along, share_along = wall_arrivals(side_nm, path_nm, 0, np.pi / 2)
number_against, share_against = wall_arrivals(side_nm, path_nm,
                                              np.pi / 2, np.pi)
wall_share = share_along + share_against
assert number_along > 0.01
assert abs(number_along + number_against) < 1e-10
assert abs(wall_share - (1 - ratio)) < 1e-3   # midpoint grid error

# Physical numbers in SI
e, m, hbar = const.e, const.m_e, const.hbar
path, side = path_nm * 1e-9, side_nm * 1e-9
k_fermi = np.sqrt(2 * m * fermi_eV * e) / hbar
v_fermi = hbar * k_fermi / m
density = k_fermi**3 / (3 * np.pi**2)
rho_bulk = m * v_fermi / (density * e**2 * path)
rho_wire = rho_bulk / ratio
current_density = current_MA_cm2 * 1e10
field = rho_wire * current_density
gain_eV = field * path
states = 1.5 * density / fermi_eV
flux_unit = states * v_fermi * gain_eV * 1e-27    # per nm^2 per ns
all_arrivals = density * 0.75 * v_fermi / 4 * 1e-27

# Sizes of effects left out of the model
thermal_eV = const.k * temperature / e
ratio_specular = sampled_ratio(side_nm, path_nm, specular_trial)
alpha = path_nm / grain_nm * grain_reflection / (1 - grain_reflection)
grain_ratio = 3 * quad(lambda u: u**3 / (u + alpha), 0, 1)[0]
modes = k_fermi**2 * side**2 / (4 * np.pi)
wavelength_nm = 2 * np.pi / k_fermi * 1e9
self_field = const.mu_0 * current_density * side / 4
bend_radius = m * v_fermi / (e * self_field)

print(f"Side of square line: {side_nm:.0f} nm")
print(f"Bulk mean free path: {path_nm:.0f} nm")
print(f"Fermi energy: {fermi_eV:.1f} eV")
print(f"Temperature: {temperature:.0f} K")
print(f"Current density: {current_MA_cm2:.1f} MA/cm2")
print(f"Fermi speed: {v_fermi * 100:.3e} cm/s")
print(f"Electron density: {density * 1e-6:.3e} cm^-3")
print(f"Bulk resistivity: {rho_bulk * 1e8:.3f} microohm cm")
print(f"G/G0, chord quadrature: {ratio:.4f}")
print(f"G/G0, direct sampling: {sampled:.4f}")
print(f"G/G0, solver with free wall shifts: {isotropic['free']:.4f}")
print(f"G/G0, solver with f0 imposed: {isotropic['imposed']:.4f}")
print(f"Line resistivity, diffuse walls: {rho_wire * 1e8:.3f} microohm cm")
print(f"Axial field: {field * 1e-8:.3e} MV/cm")
print(f"Energy gained per mean free path: {gain_eV:.3e} eV")
print(f"All arrivals at wall: {all_arrivals:.3e} per nm2 per ns")
print(f"Surplus arrivals moving along force: "
      f"{number_along * flux_unit:+.3f} per nm2 per ns")
print(f"Surplus arrivals moving against force: "
      f"{number_against * flux_unit:+.3f} per nm2 per ns")
print(f"Share of field momentum taken by walls: {wall_share:.4f}")
print(f"1 - G/G0: {1 - ratio:.4f}")
print(f"Largest wall shift / (force*path), isotropic: "
      f"{np.max(np.abs(isotropic['shifts'])):.1e}")
print(f"Largest wall shift / (force*path), upright ellipsoid: "
      f"{np.max(np.abs(upright['shifts'])):.1e}")
print(f"Tilt coefficient of tilted ellipsoid: {tilt:.2f}")
print(f"Tilted: wall-to-wall step / (force*path), solver: {tilt_step:.5f}")
print(f"Tilted: same step, predicted: {tilt * scaled_width:.5f}")
print(f"Tilted: step for this line: {tilt_step * gain_eV:.3e} eV")
print(f"Trial specular fraction: {specular_trial:.2f}")
print(f"G/G0 at that specular fraction: {ratio_specular:.4f}")
print(f"Trial grain length: {grain_nm:.0f} nm")
print(f"Trial grain-boundary reflection: {grain_reflection:.2f}")
print(f"G/G0 from grain boundaries alone: {grain_ratio:.4f}")
print(f"Thermal energy: {thermal_eV:.4f} eV")
print(f"Energy gain per path / thermal energy: {gain_eV / thermal_eV:.2e}")
print(f"Thermal energy / Fermi energy: {thermal_eV / fermi_eV:.2e}")
print(f"Fermi wavelength: {wavelength_nm:.3f} nm")
print(f"Occupied transverse modes per spin: {modes:.0f}")
print(f"Magnetic self-field at wall, estimate: {self_field:.2e} T")
print(f"Mean free path / magnetic bending radius: {path / bend_radius:.1e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Side of square line: 20 nm
Bulk mean free path: 30 nm
Fermi energy: 7.0 eV
Temperature: 370 K
Current density: 1.0 MA/cm2
Fermi speed: 1.569e+08 cm/s
Electron density: 8.411e+22 cm^-3
Bulk resistivity: 2.207 microohm cm
G/G0, chord quadrature: 0.4124
G/G0, direct sampling: 0.4123
G/G0, solver with free wall shifts: 0.4068
G/G0, solver with f0 imposed: 0.4068
Line resistivity, diffuse walls: 5.352 microohm cm
Axial field: 5.352e-06 MV/cm
Energy gained per mean free path: 1.606e-05 eV
All arrivals at wall: 2.475e+07 per nm2 per ns
Surplus arrivals moving along force: +11.790 per nm2 per ns
Surplus arrivals moving against force: -11.790 per nm2 per ns
Share of field momentum taken by walls: 0.5877
1 - G/G0: 0.5876
Largest wall shift / (force*path), isotropic: 5.1e-17
Largest wall shift / (force*path), upright ellipsoid: 3.7e-17
Tilt coefficient of tilted ellipsoid: 0.10
Tilted: wall-to-wall step / (force*path), solver: 0.06667
Tilted: same step, predicted: 0.06667
Tilted: step for this line: 1.070e-06 eV
Trial specular fraction: 0.50
G/G0 at that specular fraction: 0.6138
Trial grain length: 20 nm
Trial grain-boundary reflection: 0.30
G/G0 from grain boundaries alone: 0.5277
Thermal energy: 0.0319 eV
Energy gain per path / thermal energy: 5.04e-04
Thermal energy / Fermi energy: 4.55e-03
Fermi wavelength: 0.464 nm
Occupied transverse modes per spin: 5848
Magnetic self-field at wall, estimate: 6.28e-05 T
Mean free path / magnetic bending radius: 2.1e-07
ALL CHECKS PASSED
```
